Afterpulse Probability and Trap Lifetime from Ordered Inter-Detection Times

**1. The measurement and the model**

A silicon single-photon avalanche diode under steady weak light delivers a list of detection times. Some detections are photons, some are dark counts, and some are afterpulses: carriers trapped during an earlier avalanche that are released later and start a new one. No label tells them apart. The information lies in the timing, because afterpulses crowd into the time just after a detection whereas the background has no memory. How can the list be turned into an afterpulse probability and a trap lifetime, with errors?

Let the detections occur at t₀, t₁, …, tₙ, with intervals xₖ = tₖ − tₖ₋₁. The following assumptions define the model.

After each avalanche the diode is blind for a known dead time d and then recovers full sensitivity at once. Photons and carriers arriving in the dead time are lost, neither triggering an avalanche nor extending the dead time. Detectable photons and dark counts together form a Poisson stream of rate λ; these data cannot separate the two. Each avalanche fills a number of traps that is Poisson distributed with mean M. Each trap releases its carrier after an exponential delay of mean τ, the trap lifetime, and a carrier released while the diode is live triggers an avalanche with probability p.

Let uₖ = xₖ − d be the live wait. Define

A = Mp, B = A exp(−d/τ).

A is the mean number of triggering releases per avalanche if there were no dead time. B is the mean number left after it, since a trap is still full at the end of the dead time with probability exp(−d/τ). The afterpulse probability is

P = 1 − exp(−B),

the chance of at least one triggering release after the dead time of an isolated avalanche, without background. It is a property of the diode and its dead time. The fraction of detections caused by traps is a different quantity, which depends on the light level.

**2. The hazard**

The hazard h is the probability per unit time of a detection, given that none has occurred since the dead time ended and given all earlier detection times. To find it, divide the time after one avalanche into windows, and let qᵢ be the probability that a given trap yields a potential trigger in window i, with one further class for traps that yield none, so that Σqᵢ = 1. The joint probability of the numbers nᵢ, with total N = Σnᵢ, is

e^(−M) (M^N/N!) · N! ∏ qᵢ^(nᵢ)/nᵢ! = ∏ e^(−Mqᵢ) (Mqᵢ)^(nᵢ)/nᵢ!.

The two N! cancel, M^N splits into factors M^(nᵢ), and e^(−M) splits because Σqᵢ = 1. The numbers are therefore independent Poisson variables: what happened in earlier windows says nothing about later ones. With a fixed number of traps this would fail, because an early release would leave fewer carriers for later.

One avalanche at tⱼ thus contributes the rate (A/τ)exp[−(t−tⱼ)/τ] at a later live time t. In interval k, t = tₖ₋₁ + d + u, and summing over all earlier avalanches gives

hₖ(u) = λ + (A/τ) e^(−d/τ) e^(−u/τ) Σⱼ exp[−(tₖ₋₁−tⱼ)/τ], j = 0, …, k−1.

Calling the sum Sₖ and using the definition of B,

hₖ(u) = λ + (B Sₖ/τ) e^(−u/τ).

The term j = k−1 of Sₖ equals 1. One interval later every old term has decayed by exp(−xₖ/τ) and a new 1 is added:

S₁ = 1, Sₖ₊₁ = 1 + e^(−xₖ/τ) Sₖ.

S₁ = 1 assumes empty traps before t₀. In a record that starts during operation the error in S₁ is multiplied by exp(−xₖ/τ) at each step and soon fades.

The memory factor S needs the intervals in their order. A histogram of intervals has lost the order, and a fit to it with Sₖ = 1 forgets carriers left by earlier avalanches. When λτ and B are small, the size of this omission follows from the mean of exp(−x/τ). To leading order the survival factor may be set to one, so that

S̄ − 1 ≈ e^(−d/τ) ∫₀^∞ e^(−u/τ) [λ + (B/τ)e^(−u/τ)] du = e^(−d/τ)(λτ + B/2).

**3. Likelihood and competing causes**

Let G(u) be the probability that no detection has occurred up to live wait u. Then dG/du = −hₖG with G(0) = 1, so G = exp(−Hₖ), where

Hₖ(u) = ∫₀^u hₖ(v) dv = λu + B Sₖ (1 − e^(−u/τ)).

The density of the wait is hₖG. Multiplying the conditional densities of successive waits and taking the logarithm gives

L = Σₖ [ln hₖ(uₖ) − Hₖ(uₖ)].

Background and traps compete to end each wait. Given a detection at uₖ, its cause is a trap with a probability equal to the traps' share of the hazard:

rₖ = (B Sₖ/τ) e^(−uₖ/τ) / hₖ(uₖ) = 1 − λ/hₖ(uₖ).

For an isolated avalanche (S = 1) the probability Q that the next detection is trap-caused is the trap rate times the survival, integrated. With c = λτ and y = e^(−u/τ), so that du = −τ dy/y and e^(−λu) = y^c,

Q = ∫₀^∞ (B/τ) e^(−u/τ) exp[−λu − B(1−e^(−u/τ))] du
 = B e^(−B) ∫₀¹ y^c e^(By) dy
 = B e^(−B) Σₘ B^m / [m! (m+1+c)], m = 0, 1, 2, …

The last line expands e^(By) and integrates term by term. Two limits show its meaning. For c → 0 the integral is (e^B − 1)/B, and Q → 1 − e^(−B) = P: without competition the next detection is trap-caused whenever at least one triggering release remains after the dead time. For c much larger than both 1 and B the integral is dominated by y near 1, and Q ≈ B/c: background usually ends the wait before the trap empties.

**4. Score and information**

All three parameters are positive, so the fit uses θ = (ln λ, ln B, ln τ). Write Eₖ = e^(−uₖ/τ) and Dₖ = ∂Sₖ/∂ln τ. Since τ∂/∂τ of e^(−x/τ) is (x/τ)e^(−x/τ), the product rule applied to the recursion for S gives

D₁ = 0, Dₖ₊₁ = e^(−xₖ/τ) (Dₖ + Sₖ xₖ/τ).

The trap term of h contains 1/τ, e^(−u/τ) and S, whose relative derivatives with respect to ln τ are −1, u/τ and D/S. Hence gₖ = ∇ln hₖ has the components

(1 − rₖ, rₖ, rₖ[uₖ/τ − 1 + Dₖ/Sₖ]),

and ∇Hₖ has the components

(λuₖ, B Sₖ(1−Eₖ), B Dₖ(1−Eₖ) − B Sₖ(uₖ/τ)Eₖ).

The score is ∇L = Σ(gₖ − ∇Hₖ). At the maximum its first two components vanish:

Σ(1−rₖ) = λ Σuₖ, Σrₖ = B Σ Sₖ(1−Eₖ).

The inferred number of background counts equals the background rate times the total live time, and the inferred number of afterpulses equals the number the traps should have produced while they were being watched.

For the errors, consider one interval with its history fixed. Since ∇h = hg, a second derivative gives ∇∇h = h(∇g + ggᵀ), and the second-derivative matrix of ln h(u) − H(u) is

∇g(u) − ∫₀^u (∇g + ggᵀ) h dv.

For any function φ, exchanging the order of integration gives

E[∫₀^u φ h dv] = ∫₀^∞ φ(v) h(v) G(v) dv = E[φ(u)],

because a wait reaches v with probability G(v), and hG is the density of u. With φ = ∇g the two terms in ∇g cancel in the mean. With φ = ggᵀ the expected curvature, with reversed sign, is E[ggᵀ]. The sum

J = Σₖ gₖgₖᵀ

therefore estimates the information from first derivatives alone. For long records and B well away from zero, J⁻¹ estimates the covariance matrix of θ. Linear propagation gives

σ(P) = e^(−B) B σ(ln B), δ(ln A) = δ(ln B) − (d/τ) δ(ln τ),

the second from ln A = ln B + d/τ. At B = 0 the hazard does not contain τ, J is singular, and these error formulas fail. A fit whose B is only one or two standard errors from zero gives no usable lifetime.

**5. The algorithm**

1. Starting values. At waits long compared with τ the hazard is λ. With m the median live wait, take λ = 1/mean(u − m), averaged over u > m. Half of the waits survive to m, so for m ≫ τ and S ≈ 1, λm + B ≈ ln 2. Take B = ln 2 − λm, but at least 0.005. For τ take whichever of d/2, d, 2d and 4d gives the largest L.

2. Run through the intervals once to obtain Sₖ and Dₖ, then L, ∇L and J. The cost is proportional to n.

3. Propose Δ = J⁻¹∇L, shortened if necessary so that no component exceeds 0.7. Because J is positive definite, ∇L·Δ > 0 and the step points uphill. If L nevertheless falls, halve the step until it does not.

4. Stop when ∇L·J⁻¹∇L < 10⁻⁸. To quadratic order the maximum is then within 10⁻⁴ standard errors, so the optimisation error is negligible beside the sampling error.

If the model is right, the rescaled waits Hₖ(uₖ) are independent unit exponentials: Hₖ increases with u, so Hₖ(uₖ) exceeds z when uₖ exceeds the point where Hₖ = z, which has probability e^(−z). This gives an overall test of the hazard, but not a sensitive one for every fault: a pass does not exclude a distortion at short waits, such as the gradual recharge of Section 8. The standard p-value also assumes parameters that were not fitted to the same data.

**6. Worked example**

The data come from a simulation that follows individual photons, traps and dead times without using the hazard. Its round parameters are d = 50 ns, τ = 60 ns, λ = 500 kcps (5 × 10⁻⁴ per ns), M = 0.12 and p = 0.5. Hence

A = 0.12 × 0.5 = 0.06,
B = 0.06 × exp(−50/60) = 0.026076,
P = 1 − exp(−0.026076) = 2.57 %.

From 200000 intervals of mean length 2007 ns the fit returns

P = 2.57 ± 0.09 %,
τ = 60.7 ± 3.0 ns,
λ = 498.0 ± 1.2 kcps.

All three agree with the input: λ lies 1.6 standard errors low, the others well within one. The relative error is 3.4 % for P and 4.9 % for τ. The rescaled waits, computed with the true parameters, pass a Kolmogorov–Smirnov test against the unit exponential with p-value 0.35.

The fit also gives A = 0.0592 ± 0.0019, a relative error of 3.2 %. Extrapolating back through the dead time has not enlarged the error, although τ enters the extrapolation. The reason is the correlation of 0.626 between ln B and ln τ. With d/τ = 0.823,

σ²(ln A) = 0.034² + (0.823 × 0.049)² − 2 × 0.823 × 0.626 × 0.034 × 0.049 ≈ 0.033².

The last term slightly outweighs the second. For d/τ much larger than one the second term would dominate, and the extrapolation would become costly.

The causes can be checked because the simulation knows them. Traps caused 2.535 % of its detections; the mean of rₖ in the fit is 2.538 %. Both lie below P because background competes. With c = 0.03 the series for Q gives

Q = 0.02540 × (0.9709 + 0.0128 + 0.0001) = 2.50 %.

Carriers from earlier avalanches raise this slightly. The leading-order estimate of the memory is 0.4346 × (0.03 + 0.013) = 0.019, and the simulated record has S̄ − 1 = 0.0184. Multiplying, 1.0184 × 2.50 % = 2.55 %, close to the observed fraction.

A histogram-only fit (Sₖ = 1) of the same data gives P = 2.62 % and τ = 60.9 ns. Its P is about 2 % higher than that of the ordered fit, as the memory excess suggests. Here the shift is smaller than the sampling error, and the histogram would suffice.

**7. A case where the histogram fails**

Now take d = 30 ns, τ = 100 ns, λ = 2500 kcps and A = 0.6, with 60000 intervals. Then B = 0.6 e^(−0.3) = 0.4445. The leading-order memory estimate is 0.741 × (0.25 + 0.222) = 0.35, too large for leading order to be accurate but a clear warning. The two fits give

ordered intervals: B = 0.438 ± 0.005, τ = 100.8 ns;
histogram only: B = 0.601 ± 0.011, τ = 98.3 ns.

The ordered fit lies 1.2 standard errors from the truth. The histogram fit is 35 % too high, about 14 of its own nominal standard errors, and turns a true P of 36 % into 45 %. The direction follows from the hazard: since Sₖ ≥ 1, a model that fixes Sₖ = 1 tends to raise B to account for the extra releases, as it does in both examples. The lifetime hardly moves, so a plausible lifetime does not vouch for the probability. Nor does the nominal error, which assumes a correct model. Including the memory raises L by 479 without adding a parameter.

**8. Error analysis**

*Sampling error.* Forty further simulated records of 20000 intervals each were fitted with the parameters of Section 6. If J⁻¹ is a good covariance, the deviations of θ from the truth, divided by their estimated standard errors, should have mean 0 and spread 1. The means for λ, B and τ are 0.24, −0.09 and −0.06, where forty runs leave an uncertainty of 1/√40 = 0.16. The spreads are 1.00, 1.19 and 1.09, with an uncertainty of about 1/√80 = 0.11. The observed spreads thus lie within 20 % of 1 at this record length; whether the error of B is slightly underestimated cannot be decided from forty runs.

*Light level.* The expected information, calculated with S = 1 and the diode parameters held fixed, gives these relative errors of B:

50 kcps: 1.7 % for 200000 counts, 5.4 % for 0.4 s;
500 kcps: 3.6 % for 200000 counts, 3.6 % for 0.4 s;
5000 kcps: 19.7 % for 200000 counts, 6.9 % for 0.4 s.

At the highest level memory is no longer small, and the S = 1 figures considerably overstate the error of the ordered fit, which is roughly 13 % for 200000 counts and 4.6 % for 0.4 s. The main reason is that the order of the intervals carries extra information; a smaller part comes from the memory raising the mean trap term by about 12 %. The rankings below are unchanged by this correction, but the margin of the middle level over the highest is smaller than the table suggests. For a fixed number of counts, dim light is best of the three. The number of background counts falling within one trap lifetime is about λτ = 0.003, 0.03 and 0.3 per avalanche, to be compared with B = 0.026; at the highest level the afterpulses are a small excess on a large background. For a fixed time, dim light yields too few avalanches, and the middle level is best of the three. There λτ is close to B. Whether that is a general rule is not established by three levels.

*Model error.* More counts do not reduce errors of the model. Their size was found by fitting the S = 1 model to the calculated interval density of an altered diode, which removes sampling noise. The unaltered diode returns 2.574 % and 60.0 ns.

Of the effects calculated here, gradual recharge distorts the lifetime most. Let the sensitivity recover as 1 − exp(−u/τᵣ) with τᵣ = 5 ns, for photons and released carriers alike. The fit then returns P = 2.36 % and τ = 96 ns. The true probability is itself lower, because some carriers released during recharge no longer trigger. The mean number that do is

(B/τ) ∫₀^∞ e^(−u/τ)(1 − e^(−u/τᵣ)) du = B[1 − τᵣ/(τ+τᵣ)] = 0.0261 × 60/65 = 0.0241,

which corresponds to a probability of 2.38 %. The close agreement with the fitted value is partly accidental, because photons lost during recharge also lower the fitted probability. The lifetime, moreover, is 60 % too long. Counts are missing at the shortest waits, where the exponential should be highest, and a flatter exponential imitates that shape.

A remedy is to start observing at a live wait u₀ of several τᵣ. Intervals with uₖ < u₀ are dropped from L but kept in the recursion for S, since their avalanches also filled traps. For the others Hₖ(uₖ) is replaced by Hₖ(uₖ) − Hₖ(u₀), which is the likelihood conditional on survival to u₀. With u₀ = 25 ns the sensitivity has recovered to within e^(−5) = 0.7 %, while e^(−25/60) = 66 % of the late releases remain usable. The sampling error grows, most of all for the lifetime. The B found in this way is that of a diode with instant recovery; for the recharge assumed here it must be multiplied by τ/(τ+τᵣ) before P is calculated. No simulated record was fitted in this way.

A second trap with a lifetime of 500 ns and one tenth of B raises the true P to 2.83 %. The one-trap fit gives 2.66 % and 61.8 ns: it misses 6 % of the probability, because slow releases are partly taken for background. A second exponential in the hazard, with its own memory recursion, would describe them if the record is long enough to resolve it.

Replacing Poisson filling by a single trap site of equal P changes the fit to 2.578 % and 60.7 ns, which is negligible here because B is small. Rounding the detection times of Section 6 down to a 1 ns clock leaves P at 2.567 % and moves τ by 0.01 ns.

Temperature changes the quantity being measured. The emission rate of a trap of depth E is proportional to the thermal velocity (∝ T^(1/2)), the band density of states (∝ T^(3/2)) and exp(−E/kT), if the capture cross-section is constant. Hence τ ∝ T^(−2) exp(E/kT), and

d ln τ/dT = −(2 + E/kT)/T.

For E = 0.3 eV at 293 K, a rise of 1 K shortens τ by 4.6 %, about the sampling error of the example. For a thermally emptied trap of about this depth, a lifetime quoted to a few per cent therefore needs a temperature held well within 1 K.

**9. Relation to real diodes**

Dead times of tens of nanoseconds, afterpulse probabilities from below one to a few per cent and trap lifetimes of tens to hundreds of nanoseconds are roughly typical of silicon diodes near room temperature with active quenching. The example of Section 6 lies in that regime; the A = 0.6 of Section 7 is far above it and serves as a stress case. The assumption of instant recovery is the one to examine first: for the example's numbers a 5 ns recharge moves the fitted lifetime from 60 to 96 ns. Real diodes may also contain several trap levels, emit faster in a high field, and fill fewer traps when an avalanche starts before recharge is complete. The last two effects were not sized. Where they matter, the fitted τ is an effective lifetime for the stated bias, temperature and dead time. The numerical output below lists the values used here.

Table of computed values

```
EXAMPLE, rough silicon regime
dead time: 50 ns
true trap lifetime: 60 ns
true background rate: 500 kcps
mean filled traps per avalanche: 0.12
trigger probability: 0.5
number of intervals: 200000
mean interval: 2007 ns
true A: 0.06
true B: 0.026076
true afterpulse probability: 2.574 %
fitted afterpulse probability: 2.567 +- 0.087 %
fitted trap lifetime: 60.74 +- 3.00 ns
fitted background: 498.03 +- 1.20 kcps
fitted A: 0.0592 +- 0.0019
correlation of ln B and ln tau: 0.626
trap-caused detections, simulation labels: 2.535 %
trap-caused detections, fit: 2.538 %
label minus prediction, in std deviations: 0.103
KS p-value of rescaled waits: 0.349
mean memory excess S-1: 0.0184
histogram-only afterpulse probability: 2.617 %
histogram-only trap lifetime: 60.85 ns
STRONG AFTERPULSING
dead 30 ns, tau 100 ns, background 2500 kcps
A 0.60, intervals 60000
true B: 0.4445
B from ordered likelihood: 0.4382 +- 0.0054
B from histogram only: 0.6014 +- 0.0114
tau ordered, histogram: 100.8, 98.3 ns
log-likelihood gain from memory: 478.8
isolated trap-caused probability, B=0.0261: 2.499 %
isolated trap-caused probability, B=0.4445: 29.4 %
REPEATED FITS: 40 runs of 20000 intervals
error/std error, mean for lam, B, tau: [ 0.24 -0.09 -0.06]
error/std error, spread for lam, B, tau: [1.   1.19 1.09]
LIGHT LEVEL (memory neglected), fixed time 0.4 s
50 kcps: error of B 1.73 % at 200000 counts, 5.42 % at fixed time
500 kcps: error of B 3.61 % at 200000 counts, 3.61 % at fixed time
5000 kcps: error of B 19.69 % at 200000 counts, 6.91 % at fixed time
NEGLECTED EFFECTS: fitted probability and lifetime
recharge constant 5 ns; slow trap 500 ns, B ratio 0.1
true total probability with slow trap: 2.828 %
none: 2.574 %, 60.00 ns
gradual recharge: 2.361 %, 96.06 ns
second trap: 2.659 %, 61.80 ns
single trap site: 2.578 %, 60.68 ns
1 ns clock, same data: 2.567 %, 60.73 ns
trap depth 0.3 eV at 293 K: lifetime change -4.61 % for +1 K
```
